\section*{Unequal masses and the energy of strongest decay in a gap}

\section{The error made by assuming midgap}

An electron whose energy lies in the band gap of a gate dielectric has a wave that decays through the film. If the decay constant at midgap is taken as the largest one when the two band edges have different masses, the peak is put at the wrong energy and its attenuation is underestimated. For the 2 nm model film treated below, the peak lies 1 eV from midgap, and the tunnelling factor there is smaller than the midgap one by a factor of about 2.2. A single parabola drawn from the conduction edge fails in another way: its decay constant keeps growing down to the valence edge, so it has no peak inside the gap.

The interpolation studied here joins the two edges by adding the reciprocals of their squared decay constants. It places the peak nearer the edge with the heavier mass. The theorem gives the position and the height of the peak, and a two-band Hamiltonian then shows which parts of the result depend on the interpolation.

\section{Assumptions and theorem}

Let the valence and conduction edges be \(E_v\) and \(E_c\), with gap \(G=E_c-E_v>0\). Energy is measured upwards from the valence edge, \(x=E-E_v\), and \(0<x<G\). The edge masses \(m_v\) and \(m_c\) are positive magnitudes and refer to motion along the tunnelling direction \(z\). The film is uniform and free of field, and the momentum parallel to its faces is zero. The wave amplitude varies as \(e^{-\kappa z}\), so its squared magnitude falls by \(e^{-2\kappa t}\) across a thickness \(t\).

Near the conduction edge \(E=E_c+\hbar^2k^2/2m_c\). Below that edge \(k^2\) is negative, and \(k=i\kappa\) gives the first relation below. The valence band, \(E=E_v-\hbar^2k^2/2m_v\), gives the second:
\begin{equation}
\kappa_c^2=\frac{2m_c(G-x)}{\hbar^2},\qquad
\kappa_v^2=\frac{2m_vx}{\hbar^2}.
\label{edges}
\end{equation}
The interpolation is
\begin{equation}
\frac1{\kappa^2}=\frac1{\kappa_v^2}+\frac1{\kappa_c^2}
=\frac{\hbar^2}{2}\left[\frac1{m_vx}+\frac1{m_c(G-x)}\right].
\label{interp}
\end{equation}

\paragraph{Theorem.} Under these assumptions \(\kappa(x)\) has a single maximum in the gap, at
\begin{equation}
x_*=G\,\frac{\sqrt{m_c}}{\sqrt{m_c}+\sqrt{m_v}},
\label{position}
\end{equation}
and its displacement from midgap is
\begin{equation}
\Delta=x_*-\frac G2
=\frac G2\,\frac{\sqrt{m_c}-\sqrt{m_v}}{\sqrt{m_c}+\sqrt{m_v}}.
\label{shift}
\end{equation}
The maximum is thus displaced towards the edge with the heavier mass, and it lies at midgap only if the masses are equal. Its height, and the decay at any other energy in the gap, are given by
\begin{equation}
\kappa_*^2=\frac{2G}{\hbar^2}
\frac{m_vm_c}{(\sqrt{m_v}+\sqrt{m_c})^2},\qquad
\frac{\kappa_*^2}{\kappa^2}=1+\frac{(x-x_*)^2}{x(G-x)}.
\label{height}
\end{equation}

\section{Two lemmas and the proof}

\paragraph{Lemma 1 (slope).} The function \(\kappa^{-2}(x)\) has one stationary point in the gap, a minimum. Its slope at midgap has the sign of \(1/m_c-1/m_v\).

\paragraph{Proof.} Differentiate \eqref{interp}. The derivative of \(1/x\) is \(-1/x^2\), while that of \(1/(G-x)\) is \(+1/(G-x)^2\), because the inner derivative supplies a second minus sign:
\begin{equation}
\frac{d\kappa^{-2}}{dx}=\frac{\hbar^2}{2}
\left[-\frac1{m_vx^2}+\frac1{m_c(G-x)^2}\right].
\label{slope}
\end{equation}
As \(x\) grows, both terms in the bracket increase. The bracket runs from \(-\infty\) at the valence edge to \(+\infty\) at the conduction edge, so it vanishes once, and \(\kappa^{-2}\) falls before that point and rises after it. At \(x=G/2\) both squares equal \(G^2/4\), and the slope is \((2\hbar^2/G^2)(1/m_c-1/m_v)\). This proves the lemma.

The direction of the shift follows already. If the conduction mass is the heavier, the midgap slope of \(\kappa^{-2}\) is negative. Moving up towards the conduction edge then lowers \(\kappa^{-2}\) and raises \(\kappa\). If the valence mass is the heavier, the sign and the direction are reversed.

The physical reason lies in the reciprocals. At equal distance from the two edges, the lighter mass gives the smaller one-edge decay constant and hence the larger term in \(\kappa^{-2}\). Moving away from the light edge reduces this dominant term. The gain ends when the growing term of the heavy edge changes as fast as the other one falls.

\paragraph{Lemma 2 (completed square).} For positive \(a\) and \(b\) and \(0<x<G\),
\begin{equation}
\frac{a^2}{x}+\frac{b^2}{G-x}-\frac{(a+b)^2}{G}
=\frac{[a(G-x)-bx]^2}{Gx(G-x)}.
\label{square}
\end{equation}

\paragraph{Proof.} Put the left side over the denominator \(Gx(G-x)\). Its numerator is
\begin{align}
N&=a^2G(G-x)+b^2Gx-(a+b)^2x(G-x)\nonumber\\
&=a^2(G-x)(G-x)+b^2x[G-(G-x)]-2abx(G-x)\nonumber\\
&=a^2(G-x)^2+b^2x^2-2abx(G-x).
\end{align}
The second line collects the terms in \(a^2\), \(b^2\) and \(ab\) after expansion of \((a+b)^2\). The last line is the square of \(a(G-x)-bx\), as claimed.

\paragraph{Proof of the theorem.} Set \(a=1/\sqrt{m_v}\) and \(b=1/\sqrt{m_c}\). The bracket in \eqref{interp} is then the sum of the first two terms in \eqref{square}. The right side of \eqref{square} is never negative and vanishes only when \(a(G-x)=bx\), that is, at
\begin{equation}
x_*=\frac{aG}{a+b}
=G\,\frac{1/\sqrt{m_v}}{1/\sqrt{m_v}+1/\sqrt{m_c}}.
\end{equation}
Multiplying numerator and denominator by \(\sqrt{m_vm_c}\) gives \eqref{position}. Subtracting \(G/2\) over the common denominator \(2(\sqrt{m_c}+\sqrt{m_v})\) leaves \(2\sqrt{m_c}-\sqrt{m_c}-\sqrt{m_v}\) in the numerator, which is \eqref{shift}. By Lemma 1 there is no other stationary point.

At \(x_*\) the bracket equals \((a+b)^2/G\), so
\begin{equation}
\kappa_*^{-2}=\frac{\hbar^2}{2G}(a+b)^2
=\frac{\hbar^2}{2G}\frac{(\sqrt{m_c}+\sqrt{m_v})^2}{m_vm_c},
\end{equation}
whose inverse is the first part of \eqref{height}. For the second part, use \(aG=(a+b)x_*\) to write
\begin{equation}
a(G-x)-bx=aG-(a+b)x=-(a+b)(x-x_*).
\end{equation}
Lemma 2 then gives
\begin{equation}
\kappa^{-2}-\kappa_*^{-2}
=\frac{\hbar^2}{2}\frac{(a+b)^2(x-x_*)^2}{Gx(G-x)}
=\kappa_*^{-2}\frac{(x-x_*)^2}{x(G-x)}.
\end{equation}
Multiplication by \(\kappa_*^2\) completes the proof.

\paragraph{Remark 1 (limits).} Let \(m_c\to\infty\) at fixed \(m_v\) and \(G\). Then \(x_*\to G\) and \(\kappa_*^2\to2m_vG/\hbar^2\). The heavy conduction edge affects only a narrow range of energy next to it, and the valence parabola fills the rest of the gap.

For nearly equal masses write \(m_c=m(1+\delta)\) and \(m_v=m(1-\delta)\). Multiplying numerator and denominator of \eqref{shift} by \(\sqrt{m_c}+\sqrt{m_v}\) gives
\begin{equation}
\Delta=\frac G2\,\frac{m_c-m_v}{(\sqrt{m_c}+\sqrt{m_v})^2}
=\frac G2\,\frac{\delta}{1+\sqrt{1-\delta^2}}
\simeq\frac{G\delta}{4}.
\end{equation}

\paragraph{Remark 2 (midgap error).} At midgap \eqref{height} becomes \(\kappa_*^2/\kappa^2=1+(2\Delta/G)^2\). Since \(|\Delta|<G/2\), the peak decay constant exceeds the midgap value by a factor less than \(\sqrt2\), whatever the masses. The error in the exponent grows with the film thickness.

\section{The tunnelling mass}

The decay at a given energy can be described by one mass referred to the conduction edge. Define it by \(\kappa^2=2m_t(G-x)/\hbar^2\). Then \(m_t/m_c=\kappa^2/\kappa_c^2\), and the inverse ratio follows from \eqref{interp}:
\begin{equation}
\frac{m_c}{m_t}=1+\frac{\kappa_c^2}{\kappa_v^2}
=1+\frac{m_c(G-x)}{m_vx},
\qquad
\frac1{m_t}=\frac1{m_c}+\frac{G-x}{m_vx}.
\label{mt}
\end{equation}
This mass equals \(m_c\) at the conduction edge and falls steadily towards zero at the valence edge. It has no extremum at \(x_*\), because the barrier height \(G-x\) has been divided out. At the peak \((G-x_*)/x_*=\sqrt{m_v/m_c}\), and hence
\begin{equation}
\frac1{m_t(x_*)}=\frac1{m_c}+\frac1{\sqrt{m_vm_c}}
=\frac{\sqrt{m_v}+\sqrt{m_c}}{m_c\sqrt{m_v}}.
\end{equation}
A tunnelling mass fitted at one energy is therefore not a constant of the film, and it should not be carried over to another energy.

\section{What survives outside the interpolation}

Consider two bands coupled by \(Pk\), with \(P>0\), and with further curvatures \(\alpha,\beta\ge0\), which combine the free-electron term with the effect of remote bands. The free-electron term alone would make \(\beta\) negative, so \(\beta\ge0\) assumes that remote bands outweigh it in the valence band. The Hamiltonian is
\begin{equation}
H(k)=\begin{pmatrix}G+\alpha k^2&Pk\\Pk&-\beta k^2\end{pmatrix}.
\end{equation}
For small \(k\), second-order perturbation theory pushes the upper level up, and the lower level down, by \(P^2k^2/G\). The edge masses therefore obey
\begin{equation}
\frac{\hbar^2}{2m_c}=\alpha+\frac{P^2}{G},\qquad
\frac{\hbar^2}{2m_v}=\beta+\frac{P^2}{G}.
\label{masses}
\end{equation}
Since \(\alpha\) and \(\beta\) are not negative, \(P^2\) cannot exceed \(\hbar^2G/2m_h\), where \(m_h\) is the heavier mass.

\paragraph{Proposition 1.} At the largest allowed \(P^2\), this Hamiltonian gives the interpolation \eqref{interp}.

\paragraph{Proof.} Let the valence mass be the heavier. Then \(\beta=0\), \(P^2=\hbar^2G/2m_v\) and \(\alpha=(\hbar^2/2)(1/m_c-1/m_v)\). With \(k=i\kappa\), the condition \(\det(H-x)=0\) reads
\begin{equation}
-x(G-\alpha\kappa^2-x)+P^2\kappa^2=0
\;\Rightarrow\;
\kappa^2(P^2+\alpha x)=x(G-x).
\end{equation}
Here \(P^2+\alpha x=(\hbar^2/2)[(G-x)/m_v+x/m_c]\). Division by \(\kappa^2x(G-x)\) gives \eqref{interp}. If the conduction mass is the heavier, \(\alpha=0\), and the same steps hold with \(x\leftrightarrow G-x\) and the masses exchanged.

\paragraph{Proposition 2.} For every allowed \(P\), the two real energies that start from the band edges at \(\kappa=0\) merge at a decay constant \(\kappa_*\), at an energy displaced from midgap by
\begin{equation}
\Delta=\frac{\hbar^2}{4}
\left(\frac1{m_v}-\frac1{m_c}\right)\kappa_*^2 .
\label{general}
\end{equation}
At fixed gap and unequal edge masses, weaker coupling increases both \(\kappa_*\) and \(|\Delta|\).

\paragraph{Proof.} At \(k=i\kappa\) the diagonal elements are \(G-\alpha\kappa^2\) and \(\beta\kappa^2\), and the product of the off-diagonal ones is \(-P^2\kappa^2\). The eigenvalues are
\begin{equation}
x_\pm=\tfrac12\left[G+(\beta-\alpha)\kappa^2\pm\sqrt D\right],\quad
D=[G-(\alpha+\beta)\kappa^2]^2-4P^2\kappa^2 .
\end{equation}
As \(\kappa\) grows from zero, \(D\) first vanishes when
\begin{equation}
(\alpha+\beta)\kappa_*^2+2P\kappa_*=G.
\label{merge}
\end{equation}
Just beyond this point \(D\) is negative and the energies are complex. The two real branches that start from the edges therefore end there, and \(\kappa_*\) is the largest decay constant on them, the peak. Its energy is \(x_*=\frac12[G+(\beta-\alpha)\kappa_*^2]\). Subtracting the two relations in \eqref{masses} gives \(\beta-\alpha=(\hbar^2/2)(1/m_v-1/m_c)\), and \eqref{general} follows.

For the dependence on \(P\), add the two relations in \eqref{masses}. With \(M=(\hbar^2/2)(1/m_c+1/m_v)\) the sum is \(\alpha+\beta=M-2P^2/G\), and \eqref{merge} becomes \(F=0\) with
\begin{equation}
F(\kappa,P)=\left(M-\frac{2P^2}{G}\right)\kappa^2+2P\kappa-G .
\end{equation}
At the root, \(\partial F/\partial\kappa=2(\alpha+\beta)\kappa_*+2P>0\) and \(\partial F/\partial P=2\kappa_*(1-2P\kappa_*/G)\). For unequal masses \(\alpha+\beta>0\), so \eqref{merge} gives \(2P\kappa_*<G\), and \(\partial F/\partial P\) is positive too. Hence \(d\kappa_*/dP<0\), and \eqref{general} carries the change over to \(|\Delta|\).

\paragraph{Remark 3 (weak coupling).} As \(P\to0\), \eqref{merge} gives \(\kappa_*^2\to G/M\), and \eqref{general} gives
\begin{equation}
\Delta\to\frac G2\,\frac{m_c-m_v}{m_c+m_v},\qquad
x_*\to\frac{Gm_c}{m_c+m_v}.
\end{equation}
This is the crossing \(\kappa_v=\kappa_c\) of the two separate parabolas. For nearly equal masses the shift is \(G\delta/2\), twice that of the interpolation. Within this class of Hamiltonians the direction of the shift is thus fixed by the edge masses, while its size also needs the coupling. Negative values of \(\alpha\) or \(\beta\), or further bands that enter the gap loop, lie outside the proof.

\section{A 2 nm high-k layer}

Take \(G=6\) eV, \(m_c=0.2\,m_0\), \(m_v=0.8\,m_0\) and \(t=2\) nm, where \(m_0\) is the free-electron mass. These are round model parameters. Since \(\sqrt{m_v/m_c}=2\),
\begin{equation}
x_*=\frac{6\ \mathrm{eV}}{1+2}=2\ \mathrm{eV},\qquad
\Delta=-1\ \mathrm{eV}.
\end{equation}
The peak lies below midgap, towards the heavy valence edge. With \(\hbar^2/2m_0=0.0381\) eV nm\(^2\), the one-edge constants there are
\begin{align}
\kappa_v&=\sqrt{0.8\times2/0.0381}=6.48\ \mathrm{nm^{-1}},\\
\kappa_c&=\sqrt{0.2\times4/0.0381}=4.58\ \mathrm{nm^{-1}},
\end{align}
and \(\kappa_*=(6.48^{-2}+4.58^{-2})^{-1/2}=3.74\) nm\(^{-1}\).

At midgap \eqref{height} gives \(\kappa_*^2/\kappa^2=1+1/9\), so \(\kappa=3.55\) nm\(^{-1}\). The exponents \(2\kappa t\) are 14.97 at the peak and 14.20 at midgap. A difference of 5\% in \(\kappa\) thus becomes a factor of 2.2 in \(e^{-2\kappa t}\).

A silicon electrode supplies electrons roughly 1.5 eV below the conduction edge of such a layer, at \(x=4.5\) eV. This is 2.5 eV above the peak, and \eqref{height} gives
\begin{equation}
\kappa=\frac{3.74}{\sqrt{1+2.5^2/(4.5\times1.5)}}
=2.70\ \mathrm{nm^{-1}}.
\end{equation}
The conduction parabola alone gives 2.81 nm\(^{-1}\), about 4\% more than the interpolation. The tunnelling mass from \eqref{mt} is \(0.185\,m_0\) at this level, \(0.160\,m_0\) at midgap and \(0.133\,m_0\) at the peak.

\paragraph{Neglected effects.} The largest change found here comes from the two-band coupling, in the limit where it vanishes. With half the largest \(P^2\) and the same edge masses, diagonalization puts the peak at 1.875 eV with \(\kappa_*=3.968\) nm\(^{-1}\). Equation \eqref{general} agrees: \(3+\frac12(0.0381)(1/0.8-1/0.2)(3.968)^2=1.875\) eV. The limit \(P\to0\) gives 1.2 eV and 5.02 nm\(^{-1}\). Halving or doubling the valence mass, within the interpolation, moves the peak to 2.5 or 1.6 eV.

A voltage of 0.5 V gives a field of 2.5 MV/cm. Averaging \(\kappa\) over the tilted bands moves the peak, measured from the valence edge at mid-film, by less than 0.01 eV and lowers the largest exponent by 0.02.

Between ideal metal electrodes, a charge at mid-film has images of alternating sign at distances \(nt\) on both sides. Their sum shifts each edge into the gap by \(e^2\ln2/(4\pi\varepsilon_0\varepsilon_\infty t)=0.125\) eV for a rough optical permittivity \(\varepsilon_\infty=4\). Used throughout the film, this shift narrows the gap to 5.75 eV and lowers the peak exponent to 14.65. The image shift is smallest at mid-film and grows towards the electrodes, so this estimate understates the reduction of the exponent. By how much depends on how the divergence of the classical image at the metal is cut off. Integrating the local \(\kappa\) across the film with the unbounded image gives a reduction about 4.6 times larger and moves the peak up to about 2.2 eV; with the shift capped at 0.5 to 1 eV the factor is about 2 to 3 and the peak lies near 2.1 eV.

For an isotropic band, a transverse wave number \(q\) changes \(\kappa^2\) to \(\kappa^2+q^2\). At fixed \(q\) the peak energy stays where it was. With equal supply at every transverse wave vector, and each one weighted by its own tunnelling factor, the mean exponent at the peak rises by 1.06. Thermal emission at 300 K over the 1.5 eV barrier has exponent 58, against 10.8 for tunnelling from the same level, and is negligible in this model.

The transmission also carries a prefactor from matching the wave at the two faces, and this prefactor depends on energy. For a free-electron metal with wave number \(k\), and with \(\psi\) and \(\psi'/m\) continuous, a thick film transmits \(16r^2(1+r^2)^{-2}e^{-2\kappa t}\), where \(r=(k/m_0)/(\kappa/m_t)\). For a metal band bottom between 1 and 10 eV below the valence edge, the ratio of the transmissions at 3 eV and 2 eV runs from 3.8 to 2.6 instead of 2.2, and the least transmission lies between 1.6 and 1.9 eV. The theorem locates the largest \(\kappa\), not the smallest transmission.

\paragraph{The real case.} The parameters lie in the rough regime of hafnium dioxide, with a gap near 6 eV and an electron tunnelling mass of one or two tenths of \(m_0\). Such a tunnelling mass is fitted to measured currents and need not equal the mass at the conduction edge, so both edge masses used here remain assumptions. The assumed field is below a rough breakdown field of several MV/cm. If the valence mass is indeed the heavier and the two-band form holds, the peak lies below midgap. Its position is known less well than the figure of 2 eV suggests: taken one at a time, the variations of coupling and valence mass above span 1.2 to 2.5 eV, and together they can span more. Real stacks also break the assumption of a uniform, defect-free film. An interfacial oxide adds an exponent with its own gap and masses, and traps open paths made of shorter tunnelling steps. Neither is sized here, so the exponents above are not predictions of leakage in a device. The numerical output below lists the values used, apart from the estimates for the position-dependent image shift and for the matching prefactor.

\section*{Calculated quantities}
\begin{verbatim}
gap: 6.0 eV
conduction mass: 0.20 m0
valence mass: 0.80 m0
film thickness: 2.0 nm
hbar^2/(2 m0): 0.038100 eV nm^2
peak energy above valence edge: 2.0000 eV
peak shift from midgap: -1.0000 eV
one-edge kappa_v at peak: 6.4804 1/nm
one-edge kappa_c at peak: 4.5823 1/nm
kappa at peak: 3.7414 1/nm
kappa at midgap: 3.5494 1/nm
tunnelling mass at peak: 0.1333 m0
tunnelling mass at midgap: 0.1600 m0
exponent 2*kappa*t at peak: 14.966
exponent 2*kappa*t at midgap: 14.198
exp(difference of these exponents): 2.155
electrode level below conduction edge: 1.5 eV
kappa at electrode level: 2.6960 1/nm
conduction parabola alone at that level: 2.8061 1/nm
tunnelling mass at electrode level: 0.1846 m0
exponent 2*kappa*t at electrode level: 10.784
half squared coupling: peak energy: 1.875 eV
half squared coupling: kappa at peak: 3.968 1/nm
zero-coupling limit: peak energy: 1.200 eV
zero-coupling limit: kappa at peak: 5.020 1/nm
valence mass halved: peak energy: 2.485 eV
valence mass doubled: peak energy: 1.567 eV
voltage across film: 0.5 V
field in film: 2.50 MV/cm
tilted film: peak energy at mid-film: 2.0078 eV
tilted film: largest exponent: 14.946
optical permittivity (relative): 4.0
image shift of each edge at mid-film: 0.125 eV
exponent at peak with narrowed gap: 14.651
mean exponent added by transverse momentum: 1.063
temperature: 300 K
thermal exponent barrier/(kB T): 58.0
\end{verbatim}
